# Tracking Surface Segregation Layer by Layer Through Multivalued Coverage Regions

When the profile of a segregating species is computed one layer at a time, the equilibrium condition for a layer may have several solutions, and one of them must be written into the crystal before the next layer can start. In the example below, one layer can bury a B fraction of 0.074 or 0.549 with the same total amount of B. The choice decides whether most of the B left at the surface is buried in this layer or in the next. In a model whose exposed and buried populations are each held laterally uniform, it can be made by following the layer as it fills, provided that all solutions are known and the end of a continuous solution is recognised.

## One layer by hand

Take a crystal of species A and B whose surface layer has B fraction 0.60514. One layer of pure A is now deposited. When it is complete, there is one exposed site and one newly buried site per surface cell. Let their B fractions be \(y\) and \(x\). No B was supplied or lost, so

\[
y+x=N,\qquad N=0.60514 .
\]

Assume that these two populations exchange atoms quickly compared with deposition, that deeper layers are frozen, and that each population is laterally uniform. Bonds between exposed and buried atoms are left out; they would add a term in \(xy\) and change the solutions. In mean field, the free energy per surface site, divided by \(kT\), is then \(g=\phi_s(y)+\phi_b(x)\), with

\[
\begin{aligned}
\phi_s(y)&=y\ln y+(1-y)\ln(1-y)-\varepsilon y+\omega_s y(1-y),\\
\phi_b(x)&=x\ln x+(1-x)\ln(1-x)+\omega_b x(1-x).
\end{aligned}
\]

Positive \(\varepsilon\) favours B at the surface. Positive \(\omega_s\) or \(\omega_b\) penalises mixing, so it favours like neighbours. The derivatives are the exchange potentials

\[
\begin{aligned}
\mu_s(y)&=\ln\frac{y}{1-y}-\varepsilon+\omega_s(1-2y),\\
\mu_b(x)&=\ln\frac{x}{1-x}+\omega_b(1-2x).
\end{aligned}
\]

At fixed \(N\), raising \(x\) lowers \(y\) by the same amount. Hence \(dg/dx=\mu_b(x)-\mu_s(y)\), and equilibrium requires \(\mu_b=\mu_s\).

The model parameters are 700 K, a segregation energy of 0.09 eV, a surface interaction of 0.30 eV and a bulk interaction of 0.06 eV. They are chosen to give several solutions and are not fitted to a material. Division by \(kT=0.06032\) eV gives \(\varepsilon=1.4920\), \(\omega_s=4.9734\) and \(\omega_b=0.9947\). Try \(x=0.07435\), for which \(y=0.53079\):

\[
\begin{aligned}
\mu_b&=-2.522+0.847=-1.675,\\
\mu_s&=0.123-1.492-0.306=-1.675 .
\end{aligned}
\]

This is a solution. So are \(x=0.27006\), where both potentials are \(-0.537\), and \(x=0.54915\), where both are \(0.099\).

The second derivative of \(g\) tells them apart:

\[
\frac{d^2g}{dx^2}=\frac{1}{x(1-x)}-2\omega_b+\frac{1}{y(1-y)}-2\omega_s .
\]

For the three solutions it is about \(6.6\), \(-2.4\) and \(11.0\). The outer two are minima and the middle one is a maximum. Their free energies, in order of increasing \(x\), are \(-26.593\), \(-25.144\) and \(-28.864\) meV per site. The minimum at large \(x\) is therefore lower by 2.27 meV per site, but a uniform layer starting in the other minimum must first climb 1.45 meV per site.

Where does the layer start? Let a fraction \(\theta\) of the old surface be covered. There is still one exposed site per cell, but there are only \(\theta\) newly buried sites, so \(y+\theta x=N\). At \(\theta=0\) this gives \(y=0.60514\) and \(\mu_s=-2.11\). The value \(x\approx0.047\) gives \(\mu_b=-3.01+0.90=-2.11\), so the first atoms are buried at that composition.

This state connects continuously to \(x=0.07435\). Define \(R(x)=\mu_b(x)-\mu_s(N-\theta x)\). Its derivative is \(R'=\mu_b'(x)+\theta\mu_s'(y)\). For \(x\le0.07435\), \(\mu_b'\ge12.5\), while \(\mu_s'\ge4-2\omega_s=-5.95\) for every \(y\). Thus \(R'>0\) throughout this interval, for all \(\theta\le1\). At its right end, a coverage below one makes \(y\) larger than 0.53079 and at most 0.60514. There \(\mu_s\) falls with \(y\), so \(R\) is positive. At \(x\to0\), \(R\to-\infty\). The interval therefore contains one root at every coverage, and it moves continuously to 0.07435. This is the composition to store if the uniform layer does not cross the barrier.

## The general balance

Suppose the layer starts with exposed fraction \(y_0\) and receives material of B fraction \(f\). At coverage \(\theta\),

\[
y+\theta x=N(\theta)=y_0+\theta f .
\]

The same equation conserves A. The amount of A is

\[
(1-y)+\theta(1-x)=1+\theta-N=(1-y_0)+\theta(1-f),
\]

which is the initial amount plus the supply. At \(\theta=1\), \(x\) is frozen as \(x_n\), and \(y_n\) becomes the starting value of the next layer. Summing \(y_n+x_n=y_{n-1}+f_n\) over \(M\) layers cancels the intermediate surface terms:

\[
\sum_{n=1}^{M}x_n+y_M=y_{\rm start}+\sum_{n=1}^{M}f_n .
\]

Computing \(y\) as \(N-\theta x\) makes conservation an algebraic identity, limited in floating point by rounding. It holds even for a poor value of \(x\), so a correct balance says nothing about whether the right root was found. Solving for \(x\) also avoids the division in \(x=(N-y)/\theta\), which would magnify an error in \(y\) at small coverage.

The free energy is now \(g=\phi_s(y)+\theta\phi_b(x)\). Since \(dy/dx=-\theta\) at fixed \(N\) and \(\theta\),

\[
\frac{dg}{dx}=-\theta\mu_s(y)+\theta\mu_b(x)=\theta R(x),\qquad
\frac{d^2g}{dx^2}=\theta R'(x).
\]

A root with \(R'>0\) is a local minimum with respect to exchange.

## Finding every root

Both fractions must lie between zero and one, so

\[
\max\!\left(0,\frac{N-1}{\theta}\right)<x<\min\!\left(1,\frac{N}{\theta}\right).
\]

At the lower bound either \(x\to0\), which sends \(\mu_b\) to \(-\infty\), or \(y\to1\), which sends \(\mu_s\) to \(+\infty\). In both cases \(R\to-\infty\). At the upper bound \(x\to1\) or \(y\to0\), and \(R\to+\infty\). At least one root exists.

To limit their number, write the slope in full:

\[
R'=\frac{1}{x(1-x)}-2\omega_b+\theta\left[\frac{1}{y(1-y)}-2\omega_s\right].
\]

The function \(1/[c(1-c)]=1/c+1/(1-c)\) has second derivative \(2/c^3+2/(1-c)^3>0\). Because \(y\) is linear in \(x\), \(R'\) is strictly convex. It has at most two zeros. Between two neighbouring roots of \(R\) its slope must vanish, so \(R\) has at most three distinct roots.

The minimum of \(R'\), called \(x_m\), is the single zero of

\[
R''=-\frac{1-2x}{[x(1-x)]^2}+\theta^2\frac{1-2y}{[y(1-y)]^2}.
\]

One factor \(\theta\) comes from the weight of the surface term and the other from \(dy/dx=-\theta\); the two minus signs cancel. \(R''\) runs from \(-\infty\) to \(+\infty\), so a bracketing method finds \(x_m\).

If \(R'(x_m)\ge0\), \(R\) rises throughout and has one root. Otherwise \(R'\) has one zero \(x_a\) below \(x_m\) and one zero \(x_b\) above it. \(R\) rises up to \(x_a\), falls to \(x_b\), and rises again. This gives three brackets:

- If \(R(x_a)>0\), there is a root below \(x_a\).
- If \(R(x_b)<0\), there is a root above \(x_b\).
- If both hold, there is also a root between \(x_a\) and \(x_b\).

Equality at \(x_a\) or \(x_b\) means that two roots have merged.

Since \(1/[c(1-c)]\ge4\), the slope satisfies \(R'\ge4-2\omega_b+\theta(4-2\omega_s)\). For \(\omega_b<2\), three roots therefore require

\[
\theta(2\omega_s-4)>4-2\omega_b .
\]

With \(\omega_s\le2\) this cannot be met, and every layer has a unique solution. For \(\omega_b<2\), several solutions thus need a mixing penalty that is larger at the surface than in the buried layer. Equal bond energies and equal numbers of neighbours within the two layers would give \(\omega_s=\omega_b\) and a single root. In the example the condition is \(\theta>0.338\). It is necessary but not sufficient.

Root counts and positions were tested against the extrema of the tabulated free energy for 600 random parameter sets, of which 44 had three roots.

## Following the continuous root

Let a dot denote \(d/d\theta\). Differentiating the balance and the equilibrium condition gives

\[
\dot y+x+\theta\dot x=f,\qquad \mu_s'\dot y=\mu_b'\dot x .
\]

Multiply the first equation by \(\mu_s'\) and replace \(\mu_s'\dot y\) by \(\mu_b'\dot x\). Then multiply it instead by \(\mu_b'\) and replace \(\mu_b'\dot x\) by \(\mu_s'\dot y\). With \(R'=\mu_b'+\theta\mu_s'\), the results are

\[
\dot x=\frac{\mu_s'(f-x)}{R'},\qquad
\dot y=\frac{\mu_b'(f-x)}{R'} .
\]

The solution is smooth while \(R'>0\). The condition \(\omega_b<2\) makes \(\mu_b\) strictly increasing, so \(\mu_b(x)=\mu_s(y_0)\) has one solution at \(\theta=0\). The completed previous layer satisfied the same equation with the same surface. Hence the new \(x\) starts at the value just frozen, and the path is continuous across layer boundaries.

If three roots exist, compare the previous \(x\) with \(x_m\) and keep the outer root on that side. For sufficiently small coverage steps this follows the existing minimum, because \(x_m\) stays away from it. Where \(x_a\), \(x_m\) and \(x_b\) nearly coincide, this separation is lost and the step must be refined.

The step serves to identify the branch. The stored values solve algebraic equations at \(\theta=1\), so no integration error accumulates. Using 37 instead of 100 steps per layer left the printed change in the profile at zero.

## When the continuous root ends

A continuous solution need not cross the whole multivalued region. If the followed minimum merges with the maximum alone, \(R=R'=0\). Unless \(x=f\) at that point, no nearby solution exists at slightly larger coverage, and the place is called a fold. In the exceptional case \(x=f\), that solution persists as a maximum, and a nearby minimum continues the path.

Suppose the followed root lies above \(x_b\). It exists while \(R(x_b)<0\) and has vanished when \(R(x_b)>0\). The fold coverage is found by solving \(R(x_b(\theta),\theta)=0\) within the last coverage step, with \(x_b\) recomputed at each trial \(\theta\). For a root below \(x_a\), use \(R(x_a)\) in the same way.

At the fold the layer moves to the remaining minimum at unchanged \(N\) and \(\theta\), so both species are conserved. For a root lost at \(x_b\), \(R\ge0\) everywhere between the remaining root and \(x_b\). Since \(dg/dx=\theta R\), the remaining root has the lower free energy. The other case follows with the signs reversed.

The calculation for one coverage step is then:

1. Set \(N=y_0+\theta f\) and the bounds on \(x\).
2. Find \(x_m\) and, if \(R'(x_m)<0\), also \(x_a\) and \(x_b\).
3. Solve \(R=0\) in every bracket that contains a root.
4. If \(R'(x_m)\ge0\), take the only root. Otherwise keep the outer root on the previous side of \(x_m\); if it has vanished, locate the fold and take the remaining minimum.
5. Set \(y=N-\theta x\). At \(\theta=1\), freeze \(x\) and carry \(y\) forward.

## A complete growth sequence

Start from pure A, grow three layers with \(f=0.8\), and cover them with 27 layers of pure A. The parameters are those of the hand calculation. The supplied B amounts to \(3\times0.8=2.4\) monolayers.

In the first layer the followed root ends at \(\theta=0.84877\), where \(N=0.8\times0.84877=0.6790\). The buried fraction falls from 0.608 to 0.036 and the exposed fraction rises from 0.163 to 0.648. The balance after the jump is

\[
0.64815+0.84877\times0.03637=0.679 .
\]

The free energy drops by 12.5 meV per surface site. Just before the jump most of the B is in the buried sites; just after it, most is in the exposed sites.

With steady supply, \(\dot x=\dot y=0\) when \(x=f\). If \(R'>0\) there throughout the layer, as in this example, each layer buries what arrives. The third layer has nearly reached this state, with \(x=0.7994\).

After the supply of B stops, a B-rich surface persists while little B is buried per layer. Along the equilibrium curve, \(dx/dy=\mu_s'/\mu_b'\). On the B-rich side \(x\) is smallest where \(\mu_s'=0\), that is, where \(y(1-y)=1/(2\omega_s)\), or \(y=0.887\). Layer 10 lies close to this point, with \(y=0.879\) and \(x=0.0141\).

Layers 18 to 23 enter a region with three roots and are crossed without a jump. Layer 23 is the one solved by hand. It leaves \(y=0.53079\), and in layer 24 the branch ends at \(\theta=0.753\). The exposed fraction drops from 0.381 to 0.074, and the completed layer contains 0.486 B.

If the lowest free energy is chosen at every coverage instead, the B-rich layer appears one layer earlier: layer 23 receives 0.549 and layer 24 only 0.052. In layer 1 that rule also jumps earlier, by \(\theta=0.67\), but the completed layer is the same because one root remains at full coverage. Branch selection can change a stored layer only when several minima survive to \(\theta=1\). If it does, the layers that follow change too. In layer 20, for example, several minima survive, but both rules select the same one.

The final decay provides a second limit. For small fractions, \(\mu_s=\mu_b\) becomes \(\ln y-\varepsilon+\omega_s=\ln x+\omega_b\), so

\[
x=Ky,\qquad K=e^{-\varepsilon+\omega_s-\omega_b}=12.02 .
\]

Without supply, \(y_n+Ky_n=y_{n-1}\), hence \(y_n=y_{n-1}/(1+K)=0.0768\,y_{n-1}\). From layer 25 to layer 26 the computed ratio is \(2.601\times10^{-4}/3.390\times10^{-3}=0.0767\). Although \(\varepsilon>0\), dilute B prefers the buried sites here, because an isolated B atom pays the larger mixing penalty at the surface.

Over the film, the B balance closes to \(4.4\times10^{-16}\) monolayers. Integrating the equations for \(\dot x\) and \(\dot y\) over 24 layers without jumps reproduces the layer-end fractions within \(10^{-12}\). The numerical output lists the values for selected layers.

## What the selected branch means

The continuous branch describes a uniform layer that stays in its minimum until that minimum disappears. The lowest-energy rule describes a layer that crosses every barrier at once. At the end of layer 23 the uniform barrier is 1.45 meV per site, so about 42 sites changing together face a barrier of one \(kT\), before any boundary energy is counted. Local nucleation could therefore shift the transition, and this model does not give its rate.

There is a stronger restriction. \(R'>0\) ensures stability against exchange between the two populations, not against lateral separation. At \(y=0.531\), \(\mu_s'=-5.9\), so a surface free to rearrange laterally would lower its mean-field free energy by forming B-rich and B-poor patches. Here \(\mu_s'<0\) for \(0.113<y<0.887\), which includes the end of layer 1 and of layers 10 to 23. A surface split into its two coexisting compositions has \(\mu_s=-\varepsilon\); for layer 23 this gives \(x=0.091\) and \(-60\) meV per site, far below both uniform minima. The same instability is present at every fold when \(\omega_b<2\): there \(R'=0\) and \(\mu_b'>0\), so \(\mu_s'<0\). Slow lateral motion does not rescue the profile either. One value of \(y\) on both the uncovered terrace and the island tops, and one value of \(x\) under all islands, require lateral transport. If atoms exchange only within a column, a freshly covered column starts at \(x=y_0\) and relaxes downhill at fixed \(N\). For the layer solved by hand it starts at \(x=0.605\) and ends at 0.549, not 0.074, and in the growth sequence the B-rich layer would be layer 18, with \(x=0.638\). The calculated profile is therefore a property of populations that are held uniform by assumption, not a prediction for a real growing surface. If patches do form, each needs its own composition and area, and the jumps found here need not occur. If exchange is slow compared with deposition, the condition \(R=0\) must be replaced by rate equations; the species balance remains valid.

## Numbers as computed

```
temperature 700 K, kT = 0.06032 eV
segregation energy 0.09 eV, eps = 1.4920
surface interaction 0.30 eV, ws = 4.9734
bulk interaction 0.06 eV, wb = 0.9947
supply: 3 layers f = 0.8, then 27 layers f = 0
total B supplied 2.400 monolayers
dilute ratio K = x/y = 12.021, decay factor 1/(1+K) = 0.0768
three roots need coverage above 0.3381
jump in layer 1 at coverage 0.84877, N = 0.67901
  buried x: 0.60846 -> 0.03637
  exposed y: 0.16258 -> 0.64815
  free energy drop 12.547 meV per surface site
  tracked coverages with three roots: 0.64 to 0.84
jump in layer 24 at coverage 0.75261, N = 0.53079
  buried x: 0.19850 -> 0.60637
  exposed y: 0.38139 -> 0.07443
  free energy drop 2.586 meV per surface site
  tracked coverages with three roots: 0.60 to 0.75
lowest-energy rule: jump in layer 1, by coverage 0.67
lowest-energy rule: jump in layer 23, by coverage 0.92
layers with three roots but no jump: 6 (first 18, last 23)
roots in layer 23 at coverage 1.00, N = 0.60514:
  x = 0.07435, y = 0.53079, g = -26.593 meV/site
  x = 0.27006, y = 0.33508, g = -25.144 meV/site
  x = 0.54915, y = 0.05599, g = -28.864 meV/site
profile (B fractions): layer, buried x, exposed y, x by lowest-energy rule
   1  1.842e-02  7.816e-01  1.842e-02
   2  5.829e-01  9.987e-01  5.829e-01
   3  7.994e-01  9.993e-01  7.994e-01
   4  2.718e-02  9.721e-01  2.718e-02
   5  1.900e-02  9.531e-01  1.900e-02
  10  1.413e-02  8.792e-01  1.413e-02
  15  1.700e-02  8.019e-01  1.700e-02
  20  2.915e-02  6.876e-01  2.915e-02
  23  7.435e-02  5.308e-01  5.492e-01
  24  4.863e-01  4.453e-02  5.174e-02
  25  4.114e-02  3.390e-03  3.927e-03
  26  3.130e-03  2.601e-04  3.013e-04
  30  1.088e-07  9.048e-09  1.048e-08
species balance error: A 0.0e+00, B 4.4e-16 monolayers
largest change of x, 100 against 37 steps per layer: 0.0e+00
largest difference from integration, 24 layers: 9.7e-13
random root counts checked: 600, with three roots: 44
```
